\section*{Spin-Orbit Quenching of the Linear E × e Jahn-Teller Distortion}

\section{The problem}

A molecule with a threefold axis has one electron in a doubly degenerate orbital level of type $E$. Its two real orbitals behave under the angular momentum operators like $p_x$ and $p_y$, with $z$ along the axis. A degenerate vibration with displacements $(Q_x,Q_y)$ lifts the orbital degeneracy. In the basis $(p_x,p_y)$ the energy without spin-orbit coupling is
\begin{equation}
H_0=\tfrac12K\rho^2+F\,(Q_x\sigma_z+Q_y\sigma_x),\qquad \rho^2=Q_x^2+Q_y^2 ,
\label{eq:h0}
\end{equation}
where $K$ is the force constant, $F>0$ the coupling force and $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices acting on the orbitals, not on the spin. Symmetry gives this form: $\sigma_z$ and $\sigma_x$ span the real, traceless, symmetric matrices and form a degenerate pair like $(Q_x,Q_y)$, so one constant $F$ serves both. This fixes the sign of $Q_y$: if $(Q_x,Q_y)$ turned about the axis like $(x,y)$, the second term would carry a minus sign, with no effect on the results below. The unit matrix is totally symmetric and cannot appear linearly with $Q_x$ or $Q_y$.

Spin-orbit coupling is added as $H_{\mathrm{SO}}=\zeta\,\mathbf l\cdot\mathbf s$, restricted to the doublet. Here $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, and $\zeta$ is an energy that does not depend on the displacements. Other electronic states are left out, and the nuclei are at first treated as classical.

\begin{enumerate}
\item Find $H_{\mathrm{SO}}$ as a matrix and the splitting it causes at $\rho=0$.
\item Find the potential energy surfaces.
\item Let $E_{\mathrm{JT}}$ be the stabilisation energy for $\zeta=0$. At which ratio $|\zeta|/E_{\mathrm{JT}}$ does the distortion of the lowest surface vanish?
\item How do the energy gain and the orbital moment change on the way there?
\item Does the orbital moment reach its full value at this ratio when the nuclei are quantum particles?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Apply $l_x$, $l_y$ and $l_z$ to the functions $x$ and $y$, and discard whatever leaves the doublet.
\item The three Pauli matrices anticommute. Square the electronic part of the energy instead of solving a characteristic equation.
\item Write the slope of the lower surface as $K\rho$ times a bracket, and study the sign of the bracket for all $\rho$.
\item For a second view, fix the electronic state first and let the nuclei relax around it.
\item Ask whether a state with a fully circulating orbital can be an eigenstate when $F\neq0$.
\end{enumerate}

\section{Solution}

\subsection{The spin-orbit matrix}

With $l_z=-i(x\partial_y-y\partial_x)$ and its cyclic partners,
\begin{align}
l_z\,x&=iy, & l_z\,y&=-ix,\nonumber\\
l_x\,x&=0, & l_x\,y&=iz,\nonumber\\
l_y\,x&=-iz, & l_y\,y&=0 .
\end{align}
The function $z$ lies outside the doublet, so the projections of $l_x$ and $l_y$ vanish. The projection of $l_z$ has the columns $(0,i)$ and $(-i,0)$, which is $\sigma_y$. Writing $s_z=\tau/2$ with $\tau=\pm1$,
\begin{equation}
H_{\mathrm{SO}}=\zeta\,l_zs_z=\frac{\zeta}{2}\,\sigma_y\tau .
\label{eq:so}
\end{equation}
Its eigenvalues are $\pm\zeta/2$, each twofold. Thus $\zeta$ is the full splitting at the symmetric geometry. If the orbitals are spread over several atoms and their orbital moment is smaller than one, $\zeta$ below means the actual splitting, and the moment $c$ introduced later is a fraction of the largest moment, not a number of units of $\hbar$.

This step fails for the cubic pair $d_{z^2}$, $d_{x^2-y^2}$. These functions contain $m=0$ and $m=\pm2$. The operators $l_x$ and $l_y$ change $m$ by one and so leave the pair, while $l_z$ gives zero on the first function and a multiple of $d_{xy}$ on the second. There is no splitting of first order, and the result below does not apply.

\subsection{The surfaces}

The electronic part of $H=H_0+H_{\mathrm{SO}}$ is
\begin{equation}
h=FQ_x\sigma_z+FQ_y\sigma_x+\frac{\zeta}{2}\sigma_y\tau .
\end{equation}
In $h^2$ each mixed product occurs in both orders, for example $F^2Q_xQ_y(\sigma_z\sigma_x+\sigma_x\sigma_z)=0$. The number $\tau$ commutes with the orbital matrices, so the other mixed products cancel too. Each Pauli matrix squares to one, and $\tau^2=1$. Hence
\begin{equation}
h^2=S^2,\qquad S=\sqrt{F^2\rho^2+\frac{\zeta^2}{4}} .
\end{equation}
For each $\tau$, $h$ is a traceless $2\times2$ matrix, so its eigenvalues are $+S$ and $-S$. The surfaces are
\begin{equation}
E_\pm(\rho)=\tfrac12K\rho^2\pm S(\rho),
\label{eq:surf}
\end{equation}
each twofold degenerate through $\tau=\pm1$, as time reversal requires for an odd number of electrons. They depend on $\rho$ but not on the direction in the $(Q_x,Q_y)$ plane.

For $\zeta=0$ the lower surface is $\tfrac12K\rho^2-F\rho$. Its slope vanishes at $\rho_0=F/K$, and relative to $\rho=0$ the gain is
\begin{equation}
E_{\mathrm{JT}}=F\rho_0-\tfrac12K\rho_0^2=\frac{F^2}{K}-\frac{F^2}{2K}=\frac{F^2}{2K} .
\label{eq:ejt}
\end{equation}

The same lower surface holds for three electrons, that is, one hole. The four spin-orbital energies add to zero, so three electrons that leave an upper level empty have electronic energy $-S$, apart from a constant.

\subsection{Where the distortion ends}

Since $dS/d\rho=F^2\rho/S$ and $F^2=2KE_{\mathrm{JT}}$,
\begin{equation}
\frac{dE_-}{d\rho}=K\rho-\frac{F^2\rho}{S}=K\rho\left(1-\frac{2E_{\mathrm{JT}}}{S}\right).
\label{eq:slope}
\end{equation}
The smallest value of $S$ is $|\zeta|/2$, at $\rho=0$, and $S$ grows with $\rho$. There are two cases.

If $|\zeta|/2\ge2E_{\mathrm{JT}}$, then $S>2E_{\mathrm{JT}}$ for every $\rho>0$. The surface rises everywhere away from the symmetric geometry, which is therefore the global minimum.

If $|\zeta|/2<2E_{\mathrm{JT}}$, the bracket is negative near $\rho=0$ and changes sign once, where $S=2E_{\mathrm{JT}}$. That point is the minimum. Squaring the condition gives
\begin{equation}
F^2\rho_{\min}^2=4E_{\mathrm{JT}}^2-\frac{\zeta^2}{4} .
\end{equation}
Because $F\rho_0=F^2/K=2E_{\mathrm{JT}}$, division by $F^2\rho_0^2=4E_{\mathrm{JT}}^2$ yields
\begin{equation}
\frac{\rho_{\min}}{\rho_0}=\sqrt{1-\left(\frac{\zeta}{4E_{\mathrm{JT}}}\right)^2} .
\label{eq:rhomin}
\end{equation}
The static distortion is fully quenched at
\begin{equation}
\boxed{\;\frac{|\zeta|}{E_{\mathrm{JT}}}=4\;}
\label{eq:result}
\end{equation}
and stays zero above it. The number depends on the meaning of $\zeta$: had the symbol stood for half the splitting, it would be 2.

At the distorted minimum the vertical gap between the surfaces is $2S=4E_{\mathrm{JT}}$, whatever the value of $\zeta$ below threshold. The distortion thus ends when the spin-orbit gap at the symmetric geometry has grown to the gap that the distortion would provide.

\subsection{Energy gain and softening}

Let $r=|\zeta|/E_{\mathrm{JT}}$. For $r<4$, using $\tfrac12K\rho_0^2=E_{\mathrm{JT}}$,
\begin{align}
E_-(\rho_{\min})&=E_{\mathrm{JT}}\left(1-\frac{r^2}{16}\right)-2E_{\mathrm{JT}}
=-E_{\mathrm{JT}}\left(1+\frac{r^2}{16}\right),\\
E_-(0)&=-\frac{|\zeta|}{2}=-\frac r2E_{\mathrm{JT}} .
\end{align}
The gain from distorting is the difference
\begin{equation}
E_-(0)-E_-(\rho_{\min})=E_{\mathrm{JT}}\left(1-\frac r2+\frac{r^2}{16}\right)
=E_{\mathrm{JT}}\left(1-\frac r4\right)^2 .
\label{eq:gain}
\end{equation}
Near threshold the gain vanishes as the square of $1-r/4$, but the displacement vanishes as its square root, since $1-r^2/16=(1-r/4)(1+r/4)$. A sizeable distortion can therefore be held by very little energy.

For $\zeta\ne0$ and small $\rho$, the root is expanded about $|\zeta|/2$:
\begin{equation}
S=\frac{|\zeta|}{2}+\frac{F^2\rho^2}{|\zeta|}-\frac{F^4\rho^4}{|\zeta|^3}+\dots
\label{eq:expand}
\end{equation}
There is no linear term: spin-orbit coupling has removed the orbital degeneracy, and the vibration now mixes two separated Kramers pairs. The force constants at $\rho=0$ follow from the quadratic terms,
\begin{equation}
K_\mp=K\mp\frac{2F^2}{|\zeta|}=K\left(1\mp\frac{4E_{\mathrm{JT}}}{|\zeta|}\right),
\label{eq:soft}
\end{equation}
with the upper sign for the lower surface. $K_-$ is negative below threshold, zero at it and positive above. At threshold $|\zeta|=2F^2/K$, and the quartic term decides:
\begin{equation}
E_-(\rho)-E_-(0)\simeq\frac{F^4\rho^4}{|\zeta|^3}
=\frac{K^3\rho^4}{8F^2}
=\frac{E_{\mathrm{JT}}}{4}\left(\frac{\rho}{\rho_0}\right)^4 .
\label{eq:quartic}
\end{equation}

\subsection{The same result from the electron's side}

Take $\zeta>0$ and a normalised orbital state with $\tau=+1$. Let $n_x,n_y,n_z$ be the mean values of the Pauli matrices; for such a state $n_x^2+n_y^2+n_z^2=1$. The mean energy is
\begin{equation}
\tfrac12K\rho^2+F(Q_xn_z+Q_yn_x)+\frac{\zeta}{2}n_y .
\end{equation}
It is lowest for $Q_x=-Fn_z/K$ and $Q_y=-Fn_x/K$. Inserting these values turns the first two terms into $-F^2(n_z^2+n_x^2)/(2K)$. With $c=-n_y$, the size of the orbital moment in units of $\hbar$ when $c\ge0$, the relaxed energy is
\begin{equation}
W(c)=-E_{\mathrm{JT}}(1-c^2)-\frac{\zeta}{2}c,\qquad -1\le c\le1 .
\label{eq:w}
\end{equation}
From $W'(c)=2E_{\mathrm{JT}}c-\zeta/2=0$ and $W''=2E_{\mathrm{JT}}>0$, the minimum is at
\begin{equation}
c=\frac{\zeta}{4E_{\mathrm{JT}}}
\label{eq:c}
\end{equation}
as long as this is at most one, and at $c=1$ otherwise. A joint minimum over electrons and nuclei does not depend on which is varied first, so this must agree with the surfaces. It does: the relaxed displacement obeys
\begin{equation}
\left(\frac{\rho_{\min}}{\rho_0}\right)^2+c^2=1 .
\end{equation}

This is the physical content of the quenching. A real orbital points in a direction and pushes the nuclei, but has no orbital moment. The orbital $p_x-ip_y$ has the full moment, but its density keeps the threefold symmetry, and it exerts no force along $Q_x$ or $Q_y$. The electron trades one for the other as $\zeta$ grows.

\subsection{Numbers}

No particular molecule is meant by the round values $K=100$ N/m and $F=1.60$ nN. They give
\begin{align}
E_{\mathrm{JT}}&=\frac{(1.60\times10^{-9}\ \mathrm N)^2}{2\times100\ \mathrm{N/m}}
=1.28\times10^{-20}\ \mathrm J=79.9\ \mathrm{meV},\\
\rho_0&=\frac{1.60\times10^{-9}\ \mathrm N}{100\ \mathrm{N/m}}=16.0\ \mathrm{pm}.
\end{align}
The threshold is $\zeta=4E_{\mathrm{JT}}=5.12\times10^{-20}$ J, or 320 meV. As a test of Eq.~(\ref{eq:result}), the $4\times4$ energy matrix was diagonalised and the sign change of the numerical curvature at $\rho=0$ was located; it lies at a ratio of 4.000.

For $\zeta=200$ meV, $r=2.503$ and $c=r/4=0.626$. Then
\begin{align}
\rho_{\min}&=16.0\ \mathrm{pm}\times\sqrt{1-0.626^2}=12.5\ \mathrm{pm},\\
\text{gain}&=79.9\ \mathrm{meV}\times(1-0.626)^2=11.2\ \mathrm{meV}.
\end{align}
The molecule keeps 78\% of its distortion but only about 14\% of the energy that supports it. The vertical gap is 320 meV, equal to $4E_{\mathrm{JT}}$ and not to $\zeta$.

For $\zeta=400$ meV, $r=5.007$, and the symmetric geometry is the minimum. The coupling is still visible in the force constants: $K_-=100\times(1-4/5.007)=20.1$ N/m on the lower surface and 179.9 N/m on the upper one.

\subsection{Quantum nuclei}

Suppose a vibronic eigenstate with $\tau=+1$ had $c=1$. It would be a nuclear function $\chi(Q_x,Q_y)$ times the orbital state with $\sigma_y=-1$. Both $\sigma_z$ and $\sigma_x$ turn this orbital state into the one with $\sigma_y=+1$, so the coupling produces a component of size $F\rho|\chi|$ there. Nothing else in the energy can cancel it. For $F\neq0$ and finite $\zeta$ the state is therefore not an eigenstate, and $c<1$ on both sides of the threshold. The ratio 4 marks a change in the shape of a surface, not a saturation of the orbital moment.

An effective mass of 20 u gives a vibrational quantum of 36.1 meV, so $E_{\mathrm{JT}}$ is 2.2 quanta. Diagonalising the full vibronic energy gives these ground-state values, with the root-mean-square (rms) displacement from the symmetric geometry:
\begin{center}
\begin{tabular}{cccc}
$\zeta$ (meV) & static $c$ & vibronic $c$ & rms $\rho$ (pm)\\
200 & 0.63 & 0.68 & 13.3\\
320 & 1 & 0.86 & 10.9\\
400 & 1 & 0.91 & 10.0
\end{tabular}
\end{center}
At 200 meV the static gain of 11.2 meV is less than a third of a quantum, so the distorted minimum should not be pictured as a rigid structure. At 400 meV there is no static distortion, yet the rms displacement exceeds the 7.6 pm of the uncoupled oscillator. The softened surface accounts for the direction of this change. In a harmonic well the rms width scales as the force constant to the power $-1/4$, which would give $7.61\times(100/20.1)^{1/4}=11.4$ pm. The computed value is smaller because $E_-$ stiffens away from the centre: motion on the lower surface alone gives 9.7 pm when the positive quartic term is added to the harmonic one, and 10.0 pm with the complete $E_-(\rho)$. An rms displacement alone is thus no proof of a distorted minimum.

\subsection{Use and limits}

Within this model the two energies can come from separate calculations: $E_{\mathrm{JT}}$ from a scalar-relativistic one, which omits spin-orbit coupling, and $|\zeta|$ from the level splitting of a four-component one at the symmetric geometry. Both must describe the same electronic state with comparable treatment of correlation, since an error in either enters the ratio directly.

Coupling of second order in the displacements changes the answer. With strength $G$ and polar angle $\phi$ in the $(Q_x,Q_y)$ plane, it replaces $F^2\rho^2$ in $S^2$ by
\begin{equation}
\left|F\rho e^{i\phi}+G\rho^2e^{-2i\phi}\right|^2
=F^2\rho^2+2FG\rho^3\cos3\phi+G^2\rho^4 .
\end{equation}
By Eq.~(\ref{eq:expand}) the lower surface gains the cubic term $-2FG\rho^3\cos3\phi/|\zeta|$. The curvature at $\rho=0$ still vanishes at $|\zeta|=2F^2/K$, but there the cubic term lowers the energy in three directions. For small $|G|/K$ a distorted minimum then survives up to a slightly larger $|\zeta|$ and disappears with a jump. The stabilisation energy for $\zeta=0$ changes as well. Along the best direction the lower surface is $\tfrac12(K-2|G|)\rho^2-F\rho$, so for $2|G|<K$ this energy is $F^2/[2(K-2|G|)]$ and no longer $F^2/(2K)$. Measured against it, the curvature vanishes at the ratio $4(1-2|G|/K)$, which is below 4. For $|G|/K=0.1$ this ratio is 3.2, the distorted structure remains the lowest up to about 3.33, and it survives as a local minimum up to about 3.35, where it vanishes at $\rho\approx0.3F/K$. Anharmonic vibrations, a spin-orbit coupling that varies with $Q$, and nearby electronic states can also shift the threshold.

\section{Two variations}

\subsection{Several vibrations}

\textit{Several degenerate modes, with constants $K_i$ and $F_i$, couple to the doublet in the form of Eq.~(\ref{eq:h0}). Where is the threshold?}

For a fixed electronic state each mode relaxes independently and contributes $-F_i^2(1-c^2)/(2K_i)$. The relaxed energy is again Eq.~(\ref{eq:w}), now with
\begin{equation}
E_{\mathrm{JT}}=\sum_i\frac{F_i^2}{2K_i} .
\end{equation}
The threshold remains $|\zeta|=4E_{\mathrm{JT}}$ with the total stabilisation energy. Mode $i$ is displaced by $(F_i/K_i)\sqrt{1-c^2}$, so all the distortions vanish together. Comparing $\zeta$ with the energy of one mode alone would place the threshold too low.

\subsection{A weak outside force}

\textit{The surroundings pull on the molecule with a small constant force $f>0$ along $Q_x$. How far is it displaced at and above threshold?}

For classical nuclei the energy is now $E_-(\rho)-fQ_x$, and the displacement is along $Q_x$. Above threshold, to first order in $f$,
\begin{equation}
Q_x=\frac{f}{K_-}=\frac{f}{K\,(1-4E_{\mathrm{JT}}/|\zeta|)} ,
\end{equation}
which holds as long as the quartic term is negligible. The displacement per unit force, $1/K_-$, grows without limit as the threshold is approached, but the displacement under a fixed force stays finite. At threshold Eq.~(\ref{eq:quartic}) takes over. With $u=Q_x/\rho_0$, the function $E_{\mathrm{JT}}u^4/4-f\rho_0u$ has its minimum where $E_{\mathrm{JT}}u^3=f\rho_0$. Since $E_{\mathrm{JT}}=F\rho_0/2$,
\begin{equation}
\frac{Q_x}{\rho_0}=\left(\frac{2f}{F}\right)^{1/3} .
\end{equation}
A force of $f=F/2000$ gives $Q_x=0.1\rho_0$, or 1.6 pm in the example. Without the electronic coupling it would give $f/K=\rho_0/2000$, which is 200 times less. This factor belongs to classical nuclei. The 1.6 pm lie well inside the zero-point spread of 10.9 pm found above, and with the mass of 20 u the vibronic ground state at threshold responds linearly: its mean displacement is about $4.3f/K$, or 0.034 pm for this force. At 200 u the factor is still only about 8. Near threshold the molecule is softer towards its surroundings than without the coupling, so a small distortion in a crystal need not show that the free molecule is distorted, but for these parameters the softening is a factor of a few and does not diverge.

\section*{Values computed for the example and the checks}
\begin{verbatim}
force constant K = 100.0 N/m
coupling force F = 1.60 nN
effective mass = 20.0 u
E_JT = 1.2800e-20 J
E_JT = 79.89 meV
rho0 without spin-orbit coupling = 16.00 pm
threshold zeta/E_JT from numerical curvature = 4.000
threshold zeta = 5.1200e-20 J
threshold zeta = 319.57 meV
quartic coefficient at threshold / E_JT = 0.250
weak case: zeta = 200.0 meV
weak case: zeta/E_JT = 2.503
weak case: rho_min/rho0 = 0.7799
weak case: rho_min = 12.48 pm
weak case: energy gain = 11.18 meV
weak case: vertical gap = 319.57 meV
weak case: static orbital moment = 0.6259 hbar
strong case: zeta = 400.0 meV
strong case: zeta/E_JT = 5.007
strong case: lower force constant = 20.1 N/m
strong case: upper force constant = 179.9 N/m
vibrational quantum = 36.12 meV
E_JT / vibrational quantum = 2.212
uncoupled zero-point rms displacement = 7.61 pm
vibronic weak: orbital moment = 0.679 hbar
vibronic weak: rms displacement = 13.30 pm
vibronic threshold: orbital moment = 0.860 hbar
vibronic threshold: rms displacement = 10.91 pm
vibronic strong: orbital moment = 0.912 hbar
vibronic strong: rms displacement = 10.05 pm
\end{verbatim}
